# Kramers–Heisenberg Cross Section for RIXS with a Core-Hole Width

## Result

A photon of frequency $\omega_1$, wavevector $\mathbf k_1$ and polarization $\boldsymbol\epsilon_1$ scatters into $(\omega_2,\mathbf k_2,\boldsymbol\epsilon_2)$, while the electrons pass from their ground state $|i\rangle$ to $|f\rangle$. With the amplitude taken to second order in the charge,

$$\frac{d^2\sigma}{d\Omega\,d(\hbar\omega_2)}=r_e^2\,\frac{\omega_2}{\omega_1}\sum_f|F_{fi}|^2\,\delta(E_f-E_i+\hbar\omega_2-\hbar\omega_1),\qquad r_e=\frac{e^2}{4\pi\varepsilon_0mc^2}. \tag{1}$$

The dimensionless amplitude is $F_{fi}=F^{T}+F^{R}+F^{A}$, with

$$F^{T}=\boldsymbol\epsilon_2^*\cdot\boldsymbol\epsilon_1\,\langle f|\sum_je^{i(\mathbf k_1-\mathbf k_2)\cdot\mathbf r_j}|i\rangle \quad\text{(Thomson)},$$

$$F^{R}=\frac1m\sum_n\frac{\langle f|T_2^\dagger|n\rangle\langle n|T_1|i\rangle}{E_i+\hbar\omega_1-E_n+i\Gamma_n/2}\quad\text{(resonant)},$$

$$F^{A}=\frac1m\sum_n\frac{\langle f|T_1|n\rangle\langle n|T_2^\dagger|i\rangle}{E_i-\hbar\omega_2-E_n}\quad\text{(antiresonant)}, \tag{2}$$

where $T_a=\sum_j\boldsymbol\epsilon_a\cdot\mathbf p_j\,e^{i\mathbf k_a\cdot\mathbf r_j}$. The width $\Gamma_n$ is the full width at half maximum of the core-hole state. It does not come from second-order theory alone: it results from summing repeated decay couplings, under conditions given below. If the outgoing polarization is not analysed, (1) is summed over two orthogonal $\boldsymbol\epsilon_2$.

## Coupling to the field

The electrons have charge $-e$ and mass $m$, so minimal coupling replaces $\mathbf p_j$ by $\mathbf p_j+e\mathbf A(\mathbf r_j)$. In Coulomb gauge $\nabla\cdot\mathbf A=0$, hence $\mathbf p\cdot\mathbf A=\mathbf A\cdot\mathbf p$, and the square expands to

$$\frac{(\mathbf p+e\mathbf A)^2}{2m}=\frac{p^2}{2m}+\frac em\mathbf A\cdot\mathbf p+\frac{e^2}{2m}A^2 .$$

The interaction is therefore $H_1+H_2$, with

$$H_1=\frac em\sum_j\mathbf A(\mathbf r_j)\cdot\mathbf p_j,\qquad H_2=\frac{e^2}{2m}\sum_jA^2(\mathbf r_j).$$

The coupling of spin to the magnetic field is left out. Its size follows from the matrix element $e\hbar k/2m$ per unit of $A$: used twice, with a denominator of order $\hbar\omega$, it gives $e^2\hbar k^2/4m^2\omega$. Divided by the Thomson coupling $e^2/m$, this is $\hbar\omega/4mc^2$ for one time ordering. Since the denominator is known only to order of magnitude, the numerical factor is not significant: the relative size is of order $\hbar\omega/mc^2$. The estimate concerns nonresonant scattering.

In a box of volume $V$ the field is

$$\mathbf A(\mathbf r)=\sum_aN_a\left(\boldsymbol\epsilon_a a_a e^{i\mathbf k_a\cdot\mathbf r}+\boldsymbol\epsilon_a^*a_a^\dagger e^{-i\mathbf k_a\cdot\mathbf r}\right),\qquad N_a=\sqrt{\frac{\hbar}{2\varepsilon_0V\omega_a}} .$$

The value of $N_a$ is fixed by the photon energy. For a classical amplitude $\alpha$ in place of $a_a$, the field $\mathbf E=-\partial_t\mathbf A$ has mean square $2N_a^2\omega_a^2|\alpha|^2$. Electric and magnetic energies are equal on average, so the total is $2\varepsilon_0VN_a^2\omega_a^2|\alpha|^2$. Setting this to $\hbar\omega_a|\alpha|^2$ gives $N_a$.

## The three terms

The initial state is $|i;1_1,0_2\rangle$ and the final state $|f;0_1,1_2\rangle$. Both have total energy $E=E_i+\hbar\omega_1=E_f+\hbar\omega_2$. The transition matrix is the expansion

$$\mathcal T=H_1+H_2+(H_1+H_2)\frac{1}{E+i0-H_0}(H_1+H_2)+\dots,$$

where $H_0$ contains the electrons and the free field. A single $H_1$ changes the photon number by one and cannot connect the two states. At order $e^2$ there remain $H_2$ once and $H_1$ twice.

**Thomson term.** In $A^2$, the annihilator of photon 1 and the creator of photon 2 occur in two orders. Each order gives $N_1N_2\,\boldsymbol\epsilon_2^*\cdot\boldsymbol\epsilon_1e^{i(\mathbf k_1-\mathbf k_2)\cdot\mathbf r}$. The resulting factor 2 cancels the $1/2$ in $H_2$:

$$M^{T}=\frac{e^2}{m}N_1N_2F^{T}.$$

**Resonant term.** If photon 1 is absorbed first, the intermediate state $|n;0_1,0_2\rangle$ has energy $E_n$, and the denominator is $E-E_n=E_i+\hbar\omega_1-E_n$. Absorption contributes $(e/m)N_1T_1$. Emission contributes $(e/m)N_2T_2^\dagger$, since $\boldsymbol\epsilon_2\cdot\mathbf k_2=0$ lets the exponential and the momentum component commute.

**Antiresonant term.** If photon 2 is emitted first, the intermediate state $|n;1_1,1_2\rangle$ has energy $E_n+\hbar\omega_1+\hbar\omega_2$. The denominator is

$$E_i+\hbar\omega_1-(E_n+\hbar\omega_1+\hbar\omega_2)=E_i-\hbar\omega_2-E_n .$$

It is negative for every $n$, because $E_n\ge E_i$, and so it cannot vanish.

Both second-order paths carry $(e/m)^2N_1N_2=(e^2/m)N_1N_2\,(1/m)$, which explains the $1/m$ in (2). The sum is

$$M=\frac{e^2}{m}N_1N_2F_{fi}=\frac{e^2\hbar}{2\varepsilon_0Vm\sqrt{\omega_1\omega_2}}F_{fi}. \tag{3}$$

The relative signs matter. In the numerical check, an electron coupled to two quantized modes was diagonalized beyond the dipole limit. The formula gives imaginary parts $0.600$ (Thomson), $-0.705$ (resonant) and $-0.219$ (antiresonant), in total $-0.3243$. The diagonalization also gives $-0.3243$.

## From matrix element to cross section

For one outgoing polarization, the number of modes in $d\Omega\,d\omega_2$ is

$$\frac{V k_2^2\,dk_2\,d\Omega}{(2\pi)^3}=\frac{V\omega_2^2}{8\pi^3c^3}\,d\omega_2\,d\Omega,\qquad d\omega_2=\frac{d(\hbar\omega_2)}{\hbar}.$$

One photon in the box is a flux $c/V$. The golden-rule rate divided by this flux is

$$\frac{d^2\sigma}{d\Omega\,d(\hbar\omega_2)}=\frac Vc\cdot\frac{2\pi}{\hbar}\cdot\frac{V\omega_2^2}{8\pi^3c^3\hbar}\cdot\frac{e^4\hbar^2}{4\varepsilon_0^2V^2m^2\omega_1\omega_2}\sum_f|F_{fi}|^2\delta(\dots).$$

The volume and $\hbar$ cancel. The numerical factor is $2\pi/(8\pi^3\cdot4)=1/16\pi^2$, and the frequencies leave $\omega_2/\omega_1$. The prefactor is thus

$$\frac{e^4}{16\pi^2\varepsilon_0^2m^2c^4}\frac{\omega_2}{\omega_1}=r_e^2\frac{\omega_2}{\omega_1},$$

which is (1). Amplitudes are added over $n$ before squaring, since different intermediate states lead to the same final state. Intensities are added over $f$, since different final states are orthogonal.

## Inserting the core-hole width

With undamped denominators, $F^R$ diverges at $\hbar\omega_1=E_n-E_i$. The cause is that a core-hole state is not stationary. Let $|n\rangle$ now denote a discrete core-excited configuration, coupled by $W$ to continua $|c\rangle$ that contain an Auger electron or an emitted photon. The free resolvent between the two factors $H_1$ is replaced by $G(E)=(E+i0-H_0-W)^{-1}$. Taking the $nn$ and $cn$ elements of $(E+i0-H_0-W)G=1$, with no coupling among the continua, gives

$$(E-E_n)G_{nn}-\sum_cW_{nc}G_{cn}=1,\qquad (E+i0-E_c)G_{cn}=W_{cn}G_{nn}.$$

Solving the second equation for $G_{cn}$ and inserting it in the first,

$$G_{nn}(E)=\frac{1}{E-E_n-\Sigma_n(E)},\qquad \Sigma_n(E)=\sum_c\frac{|W_{nc}|^2}{E+i0-E_c}.$$

The identity $1/(x+i0)=\mathcal P(1/x)-i\pi\delta(x)$ separates real and imaginary parts:

$$\Sigma_n=\Delta_n-\frac{i\Gamma_n}2,\qquad \Gamma_n(E)=2\pi\sum_c|W_{nc}|^2\delta(E-E_c).$$

The minus sign of $-i\Gamma_n/2$ in $\Sigma_n$ becomes the plus sign in the denominator of $F^R$. The shift $\Delta_n$ is absorbed in $E_n$. The pole lies at $E_n-i\Gamma_n/2$, so the amplitude decays as $e^{-\Gamma_nt/2\hbar}$, the population as $e^{-\Gamma_nt/\hbar}$, and the lifetime is $\hbar/\Gamma_n$. Partial widths of different decay channels add.

A constant $\Gamma_n$ for each state rests on three conditions:

- The continua are flat over the resonance, so that $\Gamma_n$ and $\Delta_n$ hardly depend on $E$. Close to a decay threshold this fails. It also fails far from resonance: $\Gamma_n$ is the value at $E\approx E_n$, and if it is kept at all frequencies in (2) it leaves an imaginary part in the elastic amplitude as $\omega_1\to0$, which spoils the $\omega^4$ law derived below. The constant width is meant for $\hbar\omega_1$ near $E_n-E_i$.
- Different core-hole states are not appreciably coupled through a common continuum. Otherwise $\Sigma$ is a matrix, and the factors $1/(E-E_n-\Sigma_n)$ must be replaced by the elements of the inverse of the matrix $(E-E_n)\delta_{nn'}-\Sigma_{nn'}$.
- Optical transitions directly to or from the decay continuum are negligible. Otherwise the elements $G_{cn}$, $G_{nc}$ and $G_{cc'}$ contribute and interfere with the path through $|n\rangle$.

For a level coupled to two discretized continua, the test finds the damped denominator correct to 0.3 % of its value, for detunings up to three widths.

The antiresonant term needs a separate argument. There, both photons are present in the intermediate state, and with these photons as spectators the energy left for the electrons is $E_i-\hbar\omega_2$. This lies below the ground-state energy. No decay product, with or without a further photon, has so low an energy, so the delta function in $\Gamma_n$ gives zero. A real shift remains, which is small compared with the denominator $E_n-E_i+\hbar\omega_2$ and is neglected.

## Dipole limit and the length form

When the wavelengths are long compared with the region that contributes to the matrix elements, the exponentials may be set to one. Let $N$ be the number of electrons, $\mathbf R=\sum_j\mathbf r_j$ and $\mathbf P=\sum_j\mathbf p_j$. The Thomson term becomes $N\boldsymbol\epsilon_2^*\cdot\boldsymbol\epsilon_1\delta_{fi}$: it vanishes for inelastic scattering, because $\langle f|i\rangle=0$. Beyond the dipole limit it can contribute there as well.

In this section $H$ is the electronic Hamiltonian, its potential is local, $|n\rangle$ are its eigenstates, and widths are omitted. From $[H,\mathbf R]=-i\hbar\mathbf P/m$ follows

$$\langle n|\mathbf P|i\rangle=\frac{im}{\hbar}(E_n-E_i)\langle n|\mathbf R|i\rangle. \tag{4}$$

Define $D_1=\boldsymbol\epsilon_1\cdot\mathbf R$, $D_2=\boldsymbol\epsilon_2^*\cdot\mathbf R$, and

$$a_n=\langle f|D_2|n\rangle\langle n|D_1|i\rangle,\quad b_n=\langle f|D_1|n\rangle\langle n|D_2|i\rangle,$$

$$u=E_n-E_i,\quad x_1=\hbar\omega_1,\quad x_2=\hbar\omega_2 .$$

Energy conservation gives $E_f-E_i=x_1-x_2$. The second matrix element in each path carries $E_f-E_n=-(u-x_1+x_2)$, and $i^2$ cancels this minus sign. Thus

$$F=N\boldsymbol\epsilon_2^*\cdot\boldsymbol\epsilon_1\delta_{fi}+\frac m{\hbar^2}\sum_nu(u-x_1+x_2)\left[\frac{a_n}{x_1-u}-\frac{b_n}{x_2+u}\right].$$

Now $u(u-x_1+x_2)=x_1x_2+(u-x_1)(u+x_2)$, as multiplying out shows. Division by each denominator gives

$$F=N\boldsymbol\epsilon_2^*\cdot\boldsymbol\epsilon_1\delta_{fi}+m\omega_1\omega_2\sum_n\left[\frac{a_n}{x_1-u}-\frac{b_n}{x_2+u}\right]-\frac m{\hbar^2}K,$$

$$K=\sum_n\left[(u+x_2)a_n+(u-x_1)b_n\right].$$

Closure evaluates $K$. Since $D_1$ and $D_2$ commute, $\sum_na_n=\sum_nb_n=\langle f|D_2D_1|i\rangle$. The terms with $u$ are commutators with $H$ acting on $|i\rangle$, so

$$K=\langle f|D_2[H,D_1]+D_1[H,D_2]|i\rangle-(x_1-x_2)\langle f|D_2D_1|i\rangle .$$

Since $x_1-x_2=E_f-E_i$, the quantity subtracted in the last term, $(x_1-x_2)\langle f|D_2D_1|i\rangle$, equals $\langle f|[H,D_2D_1]|i\rangle=\langle f|[H,D_2]D_1+D_2[H,D_1]|i\rangle$. What is left is a double commutator:

$$K=\langle f|[D_1,[H,D_2]]|i\rangle=-\frac{i\hbar}m\langle f|[D_1,\boldsymbol\epsilon_2^*\cdot\mathbf P]|i\rangle=\frac{\hbar^2}mN\boldsymbol\epsilon_2^*\cdot\boldsymbol\epsilon_1\delta_{fi}.$$

It cancels the Thomson term, and the length form is

$$F=m\omega_1\omega_2\sum_n\left[\frac{a_n}{\hbar\omega_1-(E_n-E_i)}-\frac{b_n}{\hbar\omega_2+(E_n-E_i)}\right]. \tag{5}$$

A program that uses (5) must not add a Thomson term in the dipole limit, because (5) already contains it. The cancellation requires the complete sum over $n$.

Two limits of elastic scattering with equal linear polarizations fix the overall sign. Here $a_n=b_n$ and $\omega_1=\omega_2=\omega$. For a nondegenerate ground state only $n=i$ has $u=0$, and for it the two terms in the bracket of (5) cancel. For $n\neq i$ the bracket tends to $-2a_n/u$ at low frequency. The static polarizability is $\alpha=2e^2\sum_{n\neq i}a_n/u$, so

$$F\to-\frac{m\omega^2\alpha}{e^2},$$

and the cross section varies as $\omega^4$. At frequencies well above the excitation energies that matter, but with the dipole limit still valid, the second-order terms of the momentum form combine to $(2/mx_1^2)\sum_nu|\langle n|\boldsymbol\epsilon\cdot\mathbf P|i\rangle|^2$. If this sum is finite, they vanish and $F\to N$, the free-electron value. Equation (5) and both limits were tested on an anharmonic oscillator.

With a width inserted, the two forms cease to be identical. For one intermediate state, the resonant numerator is

$$S=\frac m{\hbar^2}(E_n-E_i)(E_n-E_f)\,a_n\quad\text{(momentum)},\qquad S_L=m\omega_1\omega_2a_n\quad\text{(length)}.$$

They agree when $\hbar\omega_1=E_n-E_i$, since then $\hbar\omega_2=E_n-E_f$. Away from resonance they differ by a slowly varying factor. The identity used above gives $S_L-S=(m/\hbar^2)(x_1-u)(u+x_2)a_n$. Without damping, the factor $x_1-u$ cancels the resonant denominator, and the two amplitudes differ by the smooth term $(m/\hbar^2)(u+x_2)a_n$, which belongs to the nonresonant background. With the width, this term is multiplied by $(x_1-u)/(x_1-u+i\Gamma_n/2)$: it vanishes on resonance and approaches the smooth term only at detunings large compared with $\Gamma_n$.

## Line shapes in RIXS

Suppose one intermediate state dominates and the final state is inelastic. Then

$$|F|^2\simeq\frac{|S|^2}{(\hbar\omega_1-E_n+E_i)^2+\Gamma_n^2/4}. \tag{6}$$

If the final state has a full width $\Gamma_f$ of its own, the delta function in (1) is replaced by the normalized Lorentzian

$$L_f=\frac{\Gamma_f/2\pi}{(\hbar\omega_1-\hbar\omega_2-E_f+E_i)^2+\Gamma_f^2/4}. \tag{7}$$

This assumes an isolated final state with a constant width. The two energy scans then measure different things. Scanning $\omega_1$ at fixed loss $\hbar(\omega_1-\omega_2)$ leaves (7) constant and traces (6), with width $\Gamma_n$. Scanning $\omega_2$ at fixed $\omega_1$ leaves (6) constant and traces (7), with width $\Gamma_f$. The emission maximum follows the incident energy one for one. This is why the resolution in energy loss is not limited by the core-hole lifetime.

These statements hold for discrete intermediate and final states, for monochromatic incident light, and up to slowly varying factors. If the photon excites an electron into a band or the ionization continuum and that electron remains a spectator, the sum over final states changes the picture: well above threshold the emission stays at fixed $\omega_2$ with width $\Gamma_n+\Gamma_f$ (fluorescence), and below threshold it follows the incident energy but is much broader than $\Gamma_f$. Overlapping intermediate states must be added in the amplitude, and the scan at fixed loss is then in general not a Lorentzian. Instrumental broadening acts on the cross section, after the square has been taken.

## Worked example

The parameters are round numbers for a model core excitation, not data for a material. Set $E_i=0$, $E_n=500$ eV, $E_f=3$ eV, $\Gamma_n=0.2$ eV and $\Gamma_f=0.05$ eV. The transition lengths are 2 pm for $i\to n$ and 1.5 pm for $n\to f$. Both polarizations are normal to the scattering plane and parallel to the transition dipole. One intermediate state is kept, in the momentum form. The lifetime $\hbar/\Gamma_n$ is 3.3 fs.

**Inelastic scattering.** The numerator is

$$S=\frac m{\hbar^2}(500\text{ eV})(497\text{ eV})(2\text{ pm})(1.5\text{ pm})=9.78\text{ eV}.$$

On resonance the denominator is $i\Gamma_n/2$, and

$$|F^R|=\frac{9.78}{0.1}=97.8,\qquad |F^A|=\frac{9.78}{500+497}=0.0098 .$$

The antiresonant term is negligible here, and the Thomson term is zero in the dipole limit. At 500 eV that limit is only approximate for a valence final state: at a scattering angle of 90° the momentum transfer is $0.19/a_0$, for which $|F^T|$ is 0.017 for the $1s\to2s$ and 0.13 for the $1s\to2p$ transition of hydrogen. Such values exceed $|F^A|$ but remain negligible against $|F^R|$ near resonance. With $r_e=2.818$ fm,

$$\frac{d\sigma}{d\Omega}=(2.818\times10^{-15}\text{ m})^2\,\frac{497}{500}\,(97.8)^2=7.6\times10^{-26}\text{ m}^2/\text{sr},$$

or 756 barn/sr. The peak of (7) is $2/\pi\Gamma_f=12.7$ eV$^{-1}$, so the double-differential maximum is about 9600 barn/(sr eV). The computed scans have widths of 0.200 eV at fixed loss and 0.050 eV at fixed incident energy. Raising the incident energy by 1 eV moves the emission line by 1.000 eV. At that detuning, the length form would give a resonant amplitude 0.4 % larger than the momentum form.

**Elastic scattering.** The Thomson term is now present. Eight electrons are assigned to it, and $S=13.1$ eV. With the detuning $\delta=\hbar\omega_1-E_n$ in eV,

$$F\simeq8+\frac{13.1}{\delta+0.1i}-0.013 .$$

On resonance the cross section is 1370 barn/sr, against 5.1 barn/sr for the Thomson term alone. Well below resonance, for $-\delta$ large compared with $0.1$ eV, the resonant term is mainly real and negative, and it opposes the Thomson term. Neglecting the width and the antiresonant term, the real part vanishes at $\delta=-13.1/8=-1.64$ eV.

The width moves this minimum slightly. With $\gamma=\Gamma_n/2$,

$$\left|N+\frac S{\delta+i\gamma}\right|^2=N^2+\frac{2NS\delta+S^2}{\delta^2+\gamma^2},$$

and setting the derivative with respect to $\delta$ to zero gives $\delta^2+(S/N)\delta-\gamma^2=0$. The negative root is close to $-S/N-\gamma^2N/S$, a further shift of $-0.006$ eV. The antiresonant term lowers 8 to 7.987 and shifts the minimum by another $-0.003$ eV. Together they account for the computed position, $-1.649$ eV.

The cross section there is 0.019 barn/sr. It is not zero, because the width leaves an imaginary part in $F$. At the mirrored detuning above resonance the two terms add, and the cross section is 20 barn/sr. The asymmetry thus reveals the relative sign of the Thomson and resonant terms. In a real system the other excitations, including the core continuum, change the background of 8 and move the minimum. This model leaves them out. It also sets the form factor to its forward value. For an oxygen atom at 500 eV the Thomson term is about 7.93 at a scattering angle of 90° and 7.87 at 180°, which moves the minimum by $-0.014$ and $-0.028$ eV, more than the two shifts above.

## Calculated quantities

```
Two-mode test, dimensionless amplitudes (imaginary parts)
  Thomson: 0.59955
  resonant: -0.70461
  antiresonant: -0.21928
  sum from formula: -0.324330
  from diagonalization: -0.324315
Box-mode sum, total cross section for |F| = |e2.e1|
  w2/w1 = 1.0: mode sum: 1.00000 Thomson cross sections
  w2/w1 = 0.6: mode sum: 0.60000 Thomson cross sections
Decay into two continua
  largest relative deviation from damped denominator: 0.0032
  damping below threshold / constant-width damping: 0.0057
Anharmonic oscillator, dimensionless F
  elastic, momentum form: 1.658921
  elastic, length form: 1.658921
  inelastic, momentum form: 0.192118
  inelastic, length form: 0.192118
  polarizability from finite field: 0.7749
  -F/w^2 at w = 0.01: 0.77496
  F at w = 50: 1.00054
Worked example
  core excitation energy: 500 eV
  final-state energy: 3 eV
  core-hole width: 0.2 eV
  final-state width: 0.05 eV
  core transition length: 2 pm
  decay transition length: 1.5 pm
  electrons in Thomson term: 8
  classical electron radius: 2.8179 fm
  core-hole lifetime: 3.2911 fs
  photon energy / electron rest energy: 0.00097848
  inelastic strength S: 9.7835 eV
  inelastic resonant |F| on resonance: 97.835
  inelastic antiresonant |F|: 0.0098129
  inelastic cross section on resonance: 755.51 barn/sr
  same: 7.5551e-26 m^2/sr
  double-differential peak: 9619.4 barn/(sr eV)
  width of incident scan at fixed loss: 0.2000 eV
  width of emission line at fixed incidence: 0.0500 eV
  emission shift for +1 eV incidence: 1.0000 eV
  length/momentum resonant amplitude at +1 eV: 1.00402
  elastic strength S: 13.123 eV
  elastic cross section on resonance: 1372.7 barn/sr
  elastic minimum, detuning: -1.6492 eV
  estimate -S/electrons: -1.6404 eV
  elastic cross section at minimum: 0.018624 barn/sr
  elastic at mirrored detuning: 20.132 barn/sr
  Thomson term alone: 5.0821 barn/sr
```
